# Wrinkling Wavelength of a Stiff Film on a Soft Substrate: test program

```python
"""
Result under test: a stiff film on a deep soft substrate wrinkles with
    wavelength = 2 pi h (F / (3 S))**(1/3),
    onset strain = (1/4) (3 S / F)**(2/3),
    amplitude = h sqrt(strain / onset strain - 1).
h: film thickness; F, S: plane-strain moduli E/(1-nu^2) of film and substrate;
k = 2 pi / wavelength. Compressive strain is counted positive.
Lengths are in nm and stresses in MPa unless a name says otherwise.
The independent road is two-dimensional elasticity, integrated through depth,
and direct minimization of an energy evaluated by quadrature.
"""
import numpy as np
from scipy import constants
from scipy.linalg import expm
from scipy.optimize import brentq, minimize, minimize_scalar


def depth_matrix(k, modulus, nu, strain=0.0):
    """d/dz of (U, W, T, N): u=U sin kx, w=W cos kx, shear T, normal stress N.

    modulus is the plane-strain modulus; strain is the initial compression.
    """
    mu = modulus * (1 - nu**2) / (2 * (1 + nu))
    lame = 2 * mu * nu / (1 - 2 * nu)
    stiff = lame + 2 * mu
    pressure = modulus * strain
    return np.array([
        [0, k, 1 / mu, 0],
        [-lame * k / stiff, 0, 0, 1 / stiff],
        [k**2 * (modulus - pressure), 0, 0, k * lame / stiff],
        [0, -pressure * k**2, -k, 0]])


def surface_stiffness(k, modulus, nu, k_depth=12.0):
    """Matrix from surface displacements to tractions; base is held fixed."""
    fields = expm(depth_matrix(k, modulus, nu) * k_depth / k)[:, 2:]
    return fields[2:] @ np.linalg.inv(fields[:2])


def shear_free_stiffness(k, modulus, nu, k_depth=12.0):
    return 1 / np.linalg.inv(surface_stiffness(k, modulus, nu, k_depth))[1, 1]


def elastic_onset(layers, sub_modulus, sub_nu, bonded, k_guess, strain_guess):
    """Lowest buckling strain and its k, without plate theory.

    layers: (thickness, plane-strain modulus, nu), listed from the bottom up.
    """
    def buckling_strain(k):
        if bonded:
            traction = surface_stiffness(k, sub_modulus, sub_nu)
        else:
            traction = np.diag(
                [0.0, shear_free_stiffness(k, sub_modulus, sub_nu)])
        base = np.vstack([np.eye(2), traction])

        def top_determinant(strain):
            state = base
            for thick, modulus, nu in layers:
                state = expm(
                    depth_matrix(k, modulus, nu, strain) * thick) @ state
            return np.linalg.det(state[2:])
        return brentq(top_determinant, 0.0, 2.5 * strain_guess,
                      xtol=1e-15, rtol=1e-13)

    best = minimize_scalar(lambda x: buckling_strain(x * k_guess),
                           bounds=(0.6, 1.6), method="bounded",
                           options={"xatol": 1e-7})
    return best.x * k_guess, best.fun


def wavelength_formula(thick, film, sub):
    return 2 * np.pi * thick * (film / (3 * sub))**(1 / 3)


def onset_formula(film, sub):
    return 0.25 * (3 * sub / film)**(2 / 3)


def bending_stiffness(layers):
    edges = np.concatenate([[0.0], np.cumsum([row[0] for row in layers])])
    moduli = np.array([row[1] for row in layers])
    neutral = (np.sum(moduli * np.diff(edges**2)) / 2
               / np.sum(moduli * np.diff(edges)))
    return np.sum(moduli * np.diff((edges - neutral)**3)) / 3


# Inputs: rough typical values for a porous organosilicate on silicone rubber.
h = 200.0
young_film, nu_film = 5000.0, 0.25
young_sub, nu_sub = 2.0, 0.49
F = young_film / (1 - nu_film**2)
S = young_sub / (1 - nu_sub**2)
wavelength = wavelength_formula(h, F, S)
k0 = 2 * np.pi / wavelength
onset = onset_formula(F, S)
load = 1.5 * onset
amplitude = h * np.sqrt(load / onset - 1)

# Half-space response, with free shear and with tangential motion blocked.
for nu in (0.0, 0.3, 0.49):
    assert abs(shear_free_stiffness(1.0, 1.0, nu) / 0.5 - 1) < 1e-5
    blocked = surface_stiffness(1.0, 1.0, nu)[1, 1]
    factor = 4 * (1 - nu)**2 / (3 - 4 * nu)
    assert abs(blocked / (0.5 * factor) - 1) < 1e-5
shallow = shear_free_stiffness(1.0, 1.0, nu_sub, 6.0)
assert abs(shallow / 0.5 - 1) < 5e-3

# Energies from their definitions: averages over a period and the thickness.
phase = 2 * np.pi * np.arange(64) / 64
nodes, weights = np.polynomial.legendre.leggauss(4)
unit_stiffness = shear_free_stiffness(1.0, S, nu_sub)


def energies(amp, inplane, k, strain):
    w = amp * np.cos(phase)
    slope = -k * amp * np.sin(phase)
    curvature = -k**2 * w
    stretch = -strain + 2 * k * inplane * np.cos(2 * phase) + slope**2 / 2
    membrane = F * h / 2 * np.mean(stretch**2)
    bending = sum(weight * h / 2 * F / 2
                  * np.mean((node * h / 2 * curvature)**2)
                  for node, weight in zip(nodes, weights))
    substrate = np.mean(w * unit_stiffness * k * w) / 2
    return membrane, bending, substrate


energy_scale = F * h * onset**2
inplane_scale = h * h * k0
found = minimize(
    lambda p: sum(energies(p[0] * h, p[1] * inplane_scale,
                           p[2] * k0, load)) / energy_scale,
    [0.5, 0.03, 1.3], method="Nelder-Mead",
    options={"xatol": 1e-8, "fatol": 1e-14, "maxiter": 4000, "maxfev": 4000})
amp_min = found.x[0] * h
inplane_min = found.x[1] * inplane_scale
k_min = found.x[2] * k0
assert abs(k_min / k0 - 1) < 1e-4
assert abs(amp_min / amplitude - 1) < 1e-4
assert abs(inplane_min / (amplitude**2 * k0 / 8) - 1) < 1e-3
_, bend_min, sub_min = energies(amp_min, inplane_min, k_min, load)
bending_share = bend_min / (bend_min + sub_min)
assert abs(bending_share - 1 / 3) < 1e-4

# At fixed amplitude the two energies only grow with k: no wrinkle is chosen.
fixed_amp = [sum(energies(10.0, 0.0, x * k0, 0.0)[1:])
             for x in np.linspace(0.01, 3, 200)]
assert np.all(np.diff(fixed_amp) > 0)

# No mixture of modes costs less per shortening than the selected single mode.
rng = np.random.default_rng(4)
critical_force = F * h * onset
points = 512
wave_numbers = k0 * np.arange(points // 2 + 1) / 10
for trial in range(200):
    spectrum = np.zeros(points // 2 + 1, complex)
    width = rng.uniform(0.5, 8)
    spread = np.exp(-((np.arange(1, 60) - 10) / width)**2)
    spectrum[1:60] = spread * (rng.normal(size=59) + 1j * rng.normal(size=59))
    profile = np.fft.irfft(spectrum, points)
    slope = np.fft.irfft(1j * wave_numbers * spectrum, points)
    curvature = np.fft.irfft(-wave_numbers**2 * spectrum, points)
    reaction = np.fft.irfft(unit_stiffness * wave_numbers * spectrum, points)
    cost = (F * h**3 / 24 * np.mean(curvature**2)
            + np.mean(profile * reaction) / 2)
    assert cost / (np.mean(slope**2) / 2) > critical_force * (1 - 1e-6)

# Plate formulas must approach two-dimensional elasticity for stiffer films.
errors = []
for ratio in (1e2, 1e3, 1e4):
    k_ref = 2 * np.pi / wavelength_formula(1.0, ratio, 1.0)
    e_ref = onset_formula(ratio, 1.0)
    k_full, e_full = elastic_onset([(1.0, ratio, nu_film)], 1.0, 0.3,
                                   False, k_ref, e_ref)
    errors.append(abs(k_full / k_ref - 1))
    assert errors[-1] < k_ref**2
    assert abs(e_full / e_ref - 1) < k_ref**2
assert errors[0] > 3 * errors[1] > 9 * errors[2]

# A bonded compressible substrate shortens the wave by the predicted factor.
k_bonded, _ = elastic_onset([(1.0, 1e4, nu_film)], 1.0, 0.3,
                            True, k_ref, e_ref)
bond_factor = 4 * (1 - 0.3)**2 / (3 - 4 * 0.3)
assert abs(k_ref / k_bonded * bond_factor**(1 / 3) - 1) < 5e-3

# The example with bonding and finite thickness, then with a stiff top skin.
uniform = [(h, F, nu_film)]
k_real, onset_real = elastic_onset(uniform, S, nu_sub, True, k0, onset)
wave_real = 2 * np.pi / k_real
assert abs(wave_real / wavelength - 1) < 0.02
skin, skin_ratio = 10.0, 2.0
coated = [(h - skin, F, nu_film), (skin, skin_ratio * F, nu_film)]
k_skin, _ = elastic_onset(coated, S, nu_sub, True, k0, onset)
wave_skin = 2 * np.pi / k_skin
stiffness_gain = bending_stiffness(coated) / bending_stiffness(uniform)
assert abs(wave_skin / wave_real / stiffness_gain**(1 / 3) - 1) < 3e-3


def inferred_modulus(wave):
    return 3 * S * (wave / (2 * np.pi * h))**3


# Sizes of other neglected effects; their inputs are rough typical values.
surface_tension = 0.02       # N/m
depth_mm = 1.0
pore_nm = 2.0
temperature, warmer = 300.0, 310.0
force_newton_per_m = critical_force * 1e-3
warming_shift = (warmer / temperature)**(-1 / 3) - 1
lateral_factor = 1 / (1 - nu_film * nu_sub)
stress = F * onset
ev_per_cubic_angstrom = constants.e / constants.angstrom**3
half_wave = wavelength_formula(h, F / 2, S)

print("INPUTS (rough typical values)")
print(f"film thickness: {h:.0f} nm")
print(f"film Young modulus: {young_film / 1000:.1f} GPa")
print(f"film Poisson ratio: {nu_film:.2f}")
print(f"substrate Young modulus: {young_sub:.1f} MPa")
print(f"substrate Poisson ratio: {nu_sub:.2f}")
print("RESULTS")
print(f"film plane-strain modulus F: {F / 1000:.3f} GPa")
print(f"substrate plane-strain modulus S: {S:.3f} MPa")
print(f"modulus ratio F/(3S): {F / (3 * S):.1f}")
print(f"cube root of F/(3S): {(F / (3 * S))**(1 / 3):.3f}")
print(f"wavelength: {wavelength:.0f} nm = {wavelength * 10:.3e} angstrom")
print(f"k times h: {k0 * h:.4f}")
print(f"onset strain: {100 * onset:.3f} percent")
print(f"onset film stress: {stress:.2f} MPa"
      f" = {stress * 1e6 / ev_per_cubic_angstrom:.3e} eV/angstrom^3")
print(f"applied strain (1.5 times onset): {100 * load:.3f} percent")
print(f"amplitude, formula: {amplitude:.1f} nm")
print(f"amplitude, direct minimization: {amp_min:.1f} nm")
print(f"wavelength, direct minimization: {2 * np.pi / k_min:.0f} nm")
print(f"bending share of wrinkle energy: {bending_share:.4f}")
print(f"wavelength if film modulus is halved: {half_wave:.0f} nm")
print("TEST OF PLATE THEORY (relative error in k, shear-free interface)")
for ratio, error in zip((1e2, 1e3, 1e4), errors):
    print(f"F/S = {ratio:.0f}: {100 * error:.3f} percent")
print("NEGLECTED EFFECTS")
print(f"wavelength, bonded 2D elasticity: {wave_real:.0f} nm")
print(f"its shift from formula: {100 * (wave_real / wavelength - 1):.2f} percent")
print(f"onset strain, bonded 2D elasticity: {100 * onset_real:.3f} percent")
print(f"F inferred from that wave: {inferred_modulus(wave_real) / 1000:.3f} GPa")
print(f"skin thickness: {skin:.0f} nm; skin/film modulus: {skin_ratio:.1f}")
print(f"bending stiffness gain from skin: {100 * (stiffness_gain - 1):.1f} percent")
print(f"wavelength with skin, bonded: {wave_skin:.0f} nm")
print(f"wave shift due to skin: {100 * (wave_skin / wave_real - 1):.2f} percent")
print(f"F inferred with skin: {inferred_modulus(wave_skin) / 1000:.3f} GPa")
print(f"critical film force: {force_newton_per_m:.3f} N/m")
print(f"surface tension: {surface_tension:.2f} N/m")
print(f"tension/critical force: {100 * surface_tension / force_newton_per_m:.2f} percent")
print(f"maximum slope squared: {100 * (k0 * amplitude)**2:.2f} percent")
print(f"k times depth for {depth_mm:.0f} mm substrate: {k0 * depth_mm * 1e6:.0f}")
print(f"pore size: {pore_nm:.0f} nm; pore/film thickness: {pore_nm / h:.3f}")
print(f"onset strain factor, free lateral contraction: {lateral_factor:.3f}")
print(f"wave shift, ideal rubber {temperature:.0f} to {warmer:.0f} K:"
      f" {100 * warming_shift:.2f} percent")
print("checks complete")
```

It prints:

```
INPUTS (rough typical values)
film thickness: 200 nm
film Young modulus: 5.0 GPa
film Poisson ratio: 0.25
substrate Young modulus: 2.0 MPa
substrate Poisson ratio: 0.49
RESULTS
film plane-strain modulus F: 5.333 GPa
substrate plane-strain modulus S: 2.632 MPa
modulus ratio F/(3S): 675.5
cube root of F/(3S): 8.774
wavelength: 11026 nm = 1.103e+05 angstrom
k times h: 0.1140
onset strain: 0.325 percent
onset film stress: 17.32 MPa = 1.081e-04 eV/angstrom^3
applied strain (1.5 times onset): 0.487 percent
amplitude, formula: 141.4 nm
amplitude, direct minimization: 141.4 nm
wavelength, direct minimization: 11026 nm
bending share of wrinkle energy: 0.3333
wavelength if film modulus is halved: 8751 nm
TEST OF PLATE THEORY (relative error in k, shear-free interface)
F/S = 100: 2.674 percent
F/S = 1000: 0.568 percent
F/S = 10000: 0.122 percent
NEGLECTED EFFECTS
wavelength, bonded 2D elasticity: 10997 nm
its shift from formula: -0.26 percent
onset strain, bonded 2D elasticity: 0.325 percent
F inferred from that wave: 5.292 GPa
skin thickness: 10 nm; skin/film modulus: 2.0
bending stiffness gain from skin: 12.9 percent
wavelength with skin, bonded: 11451 nm
wave shift due to skin: 4.13 percent
F inferred with skin: 5.975 GPa
critical film force: 3.464 N/m
surface tension: 0.02 N/m
tension/critical force: 0.58 percent
maximum slope squared: 0.65 percent
k times depth for 1 mm substrate: 570
pore size: 2 nm; pore/film thickness: 0.010
onset strain factor, free lateral contraction: 1.140
wave shift, ideal rubber 300 to 310 K: -1.09 percent
checks complete
```
